\section*{Built-in-field enhancement of ionized-dopant diffusion and its limit of two}

\section{Definitions and conventions}

A semiconductor at temperature $T$ contains donors of concentration $C(x,t)$, each carrying charge $+q$ with $q>0$. The electron and hole densities are $n$ and $p$, and $n_i$ is the intrinsic density at the diffusion temperature. There is no other dopant. A prime denotes $d/dx$ unless another argument is named. The electrostatic potential is $\psi$, the field is $E=-\psi'$, and
\begin{equation}
u=\frac{q\psi}{kT},\qquad F=\frac{qE}{kT}=-u' .
\end{equation}
The zero of $u$ is placed in intrinsic material. All fluxes $J$ are particle fluxes, positive towards larger $x$.

The diffusivity $D$ is the one found at $C\ll n_i$, where the field will turn out to be negligible. The enhancement factor $h$ is defined by
\begin{equation}
J=-D\,h\,C' .
\label{def}
\end{equation}
The result to be derived, for dilute donors and Boltzmann carriers, is
\begin{equation}
h=1+\frac{C}{\sqrt{C^2+4n_i^2}} .
\label{main}
\end{equation}
It tends to one for $C\ll n_i$ and to two for $C\gg n_i$. For acceptors, electrons and holes exchange roles and the sign of the field is reversed; $h$ is the same.

Two relations are used throughout. Carrier generation and recombination are fast compared with dopant motion, so that $np=n_i^2$ at each point. The profile varies slowly over a screening length, so that the material is locally neutral:
\begin{equation}
n-p=C .
\label{neutral}
\end{equation}
With $S=n+p$, the identity $(n+p)^2=(n-p)^2+4np$ gives
\begin{equation}
S=\sqrt{C^2+4n_i^2} .
\label{S}
\end{equation}

\section{First derivation: drift in the built-in field}

\subsection{The field from zero current}

Electrons are much more mobile than donors. They begin to spread out of the doped region and leave positive charge behind. The resulting field holds them back and pushes the donors forward, down their own gradient.

To see how carrier speed enters, give electrons and holes a common finite diffusivity $D_c$. The Einstein relation sets each mobility equal to $q/kT$ times the diffusivity, so
\begin{align}
J&=-D(C'-CF), \label{Jd}\\
J_p&=-D_c(p'-pF),\\
J_n&=-D_c(n'+nF).
\end{align}
The sign of the last drift term differs because electrons are negative. No net electric current flows in a sample without contacts, hence $J+J_p-J_n=0$:
\begin{equation}
-DC'+DCF+D_c(n'-p')+D_c(n+p)F=0 .
\end{equation}
Differentiating (\ref{neutral}) gives $n'-p'=C'$. Therefore
\begin{equation}
F=-\frac{(D_c-D)\,C'}{DC+D_cS} .
\label{field}
\end{equation}
For $D_c>D$ the field points opposite to $C'$, that is, from high to low donor concentration. Comparing (\ref{Jd}) with (\ref{def}) gives $h=1-CF/C'$. With $r=D_c/D$,
\begin{equation}
h_r=1+\frac{(r-1)C}{C+rS} .
\label{finite}
\end{equation}

If the carriers were only as fast as the donors, $r=1$, there would be no field and no enhancement. At $C=10\,n_i$, where $S=10.198\,n_i$, a ratio $r=10$ gives
\begin{equation}
h_{10}=1+\frac{9\times10}{10+101.98}=1.804,
\end{equation}
and $r=1000$ gives $1.979$. The limit $r\to\infty$ is
\begin{equation}
h=1+\frac{C}{S},
\label{hS}
\end{equation}
which with (\ref{S}) is (\ref{main}). The error made by taking this limit is
\begin{equation}
h-h_r=\frac{C}{S}-\frac{(r-1)C}{C+rS}
=\frac{C(C+S)}{S(C+rS)}<\frac{2}{r},
\end{equation}
where the inequality follows from $C<S$ in the numerator and $C+rS>rS$ in the denominator.

\subsection{The same field from carrier equilibrium}

For $r\to\infty$, (\ref{field}) becomes $F=-C'/S$. This is the field that holds the electrons in equilibrium. Boltzmann statistics give $n=n_ie^u$ and $p=n_ie^{-u}$, so that $n'=nu'$ and $p'=-pu'$. Subtracting,
\begin{equation}
C'=n'-p'=(n+p)u'=Su',
\end{equation}
and $F=-u'=-C'/S$, as before. The relation $u'=n'/n$ also gives the useful form
\begin{equation}
h=1+C\,\frac{d\ln n}{dC}.
\label{logn}
\end{equation}

\subsection{Limits}

At low doping, $S\simeq2n_i$ and
\begin{equation}
h\simeq1+\frac{C}{2n_i}.
\end{equation}
The many thermally generated carriers screen the donor gradient with only a small change of potential. At high doping,
\begin{equation}
\frac{C}{S}=\left(1+\frac{4n_i^2}{C^2}\right)^{-1/2}
\simeq1-\frac{2n_i^2}{C^2},
\qquad h\simeq2-\frac{2n_i^2}{C^2}.
\label{high}
\end{equation}
Here $n\simeq C$, so $u'\simeq C'/C$ and the drift flux $-DCu'$ equals the diffusion flux $-DC'$. The approach to two is quick: for $C/n_i=0.1,\,1,\,3,\,10,\,30$ the factor is $1.050,\,1.447,\,1.832,\,1.981,\,1.998$.

\section{Second derivation: free energy of neutral material}

\subsection{The force on a donor}

The field can be left out altogether. Let $\Phi(C)$ be the free energy per volume of neutral material with donor concentration $C$, after the carriers have relaxed to equilibrium. In a closed sample the donor flux vanishes at the ends. With $\partial C/\partial t=-J'$ and one integration by parts,
\begin{equation}
\frac{d}{dt}\int\Phi\,dx
=-\int\frac{d\Phi}{dC}J'\,dx
=\int J\left(\frac{d\Phi}{dC}\right)'dx .
\end{equation}
With $J=Cv$, where $v$ is the mean donor velocity, this is minus the power delivered by a force $-(d\Phi/dC)'$ on each donor. The carriers follow without appreciable friction, so this force is balanced by donor friction alone. By the Einstein relation the friction force is $kTv/D$ in magnitude. Hence
\begin{equation}
J=-\frac{DC}{kT}\left(\frac{d\Phi}{dC}\right)'
=-D\,\frac{C}{kT}\frac{d^2\Phi}{dC^2}\,C',
\qquad
h=\frac{C}{kT}\frac{d^2\Phi}{dC^2}.
\label{hphi}
\end{equation}

\subsection{The curvature of the free energy}

Dilute donors contribute $kT[C\ln(C/C_0)-C]$, with $C_0$ a constant, and the second derivative of this is $kT/C$. On its own it gives $h=1$.

The carriers are ideal gases, with free energy
\begin{equation}
f=kT\left[n\ln\frac{n}{N_c}-n+p\ln\frac{p}{N_v}-p\right]+nE_c-pE_v .
\end{equation}
Here $E_c$ and $E_v$ are the band edges and $N_c$ and $N_v$ the effective densities of states. At given $C$, $f$ is minimized subject to $n-p=C$. Creating an electron--hole pair keeps $C$ fixed, so at the minimum $\mu_n+\mu_p=0$, where $\mu_n=\partial f/\partial n$ and $\mu_p=\partial f/\partial p$. Written out, this condition is
\begin{equation}
np=N_cN_v\,e^{-(E_c-E_v)/kT}=n_i^2 .
\end{equation}

Now raise $C$ by a small amount $\delta$. The carriers change by $a=\delta n$ and $b=\delta p$ with $a-b=\delta$. The first-order change of $f$ is $\mu_na+\mu_pb=\mu_n\delta$, however the change is shared. The second-order change is
\begin{equation}
\frac{kT}{2}\left(\frac{a^2}{n}+\frac{b^2}{p}\right).
\end{equation}
Insert $b=a-\delta$ and set the derivative with respect to $a$ to zero: $a/n+(a-\delta)/p=0$. This gives $a=n\delta/(n+p)$ and $b=-p\delta/(n+p)$, and the minimum is
\begin{equation}
\frac{kT}{2}\,\frac{n\delta^2+p\delta^2}{(n+p)^2}
=\frac{kT}{2}\,\frac{\delta^2}{S}.
\end{equation}
The carriers therefore add $kT/S$ to the curvature:
\begin{equation}
\frac{d^2\Phi}{dC^2}=kT\left(\frac1C+\frac1S\right),
\qquad h=1+\frac{C}{S},
\end{equation}
in agreement with (\ref{hS}).

\subsection{Why the limit is two}

The osmotic pressure is $P=C\,d\Phi/dC-\Phi$. Let $\mu_D$ be the donor part of $d\Phi/dC$, so that $d\Phi/dC=\mu_D+\mu_n$. Each ideal gas has free energy equal to density times chemical potential, less $kT$ times density. Since $n\mu_n+p\mu_p=(n-p)\mu_n=C\mu_n$,
\begin{equation}
\Phi=C(\mu_D+\mu_n)-kT(C+n+p),
\qquad P=kT(C+S).
\end{equation}
Moreover $dP/dC=C\,d^2\Phi/dC^2=kT\,h$. At high doping each added donor brings one added electron. Two particles then contribute to the pressure, while the friction is that of one donor. At low doping an added donor raises the electron density and lowers the hole density almost equally, so that $S$ hardly changes and the donor's own pressure remains.

\section{What each derivation assumes}

Both derivations use dilute donors, the Einstein relation, neutrality, and carriers in mutual equilibrium. They differ in what they make visible. The first identifies the field and, through (\ref{finite}), shows what happens when the carriers are not fast. The second takes fast carriers for granted from the start. In return it requires no field and reduces the problem to a curvature of the free energy. It leaves out the electrostatic energy of the small space charge, which is the same approximation as neutrality in the first.

\subsection{Neutrality}

Poisson's equation, with permittivity $\varepsilon$, is
\begin{equation}
u''=-\frac{q^2}{\varepsilon kT}\,(C-2n_i\sinh u).
\end{equation}
A small deviation $\delta u$ from the neutral potential obeys $\delta u''=\delta u/\lambda^2$ apart from its source, because the derivative of $2n_i\sinh u$ is $2n_i\cosh u=S$. The screening length is
\begin{equation}
\lambda=\sqrt{\frac{\varepsilon kT}{q^2S}} .
\end{equation}
Neutrality requires the profile to vary over lengths much greater than $\lambda$.

\subsection{Boltzmann statistics}

The limit of two belongs to Boltzmann carriers. In general $n$ and $p$ depend on $\eta$, the Fermi level above the conduction-band edge in units of $kT$. In equilibrium the Fermi level is flat, so $u'=\eta'$, and the donor flux gives
\begin{equation}
h=1+\frac{C}{dC/d\eta}.
\label{fermi}
\end{equation}
For parabolic bands and weak degeneracy, with $z=e^\eta$,
\begin{equation}
n\simeq N_c\left(z-\frac{z^2}{2^{3/2}}\right),\qquad
\frac{n}{dn/d\eta}\simeq1+\frac{z}{2^{3/2}} .
\end{equation}
Since $z\simeq C/N_c$ at high doping, combining this with (\ref{high}) gives, to leading order in each small quantity,
\begin{equation}
h\simeq2-\frac{2n_i^2}{C^2}+\frac{C}{2^{3/2}N_c}.
\label{both}
\end{equation}
The factor is thus close to two for $n_i\ll C\ll N_c$ and then exceeds it. For strong degeneracy $n\propto\eta^{3/2}$, so $h\simeq1+2\eta/3$, which has no upper limit within this model.

\subsection{Diffusion through charged defects}

The diffusivity itself may depend on $n$. Suppose donors move by pairing with singly negative defects. In equilibrium the density of such defects is proportional to $n$, so the density of neutral pairs is proportional to $Cn$. The pairs feel no field, and their flux is proportional to
\begin{equation}
-(Cn)'=-n\left(1+C\,\frac{d\ln n}{dC}\right)C'=-n\,h\,C',
\end{equation}
by (\ref{logn}). The same $h$ appears, multiplying a diffusivity proportional to $n$. A measured increase of diffusivity by more than a factor of two therefore does not contradict (\ref{main}).

\section{Worked example: a shallow n-type layer in silicon}

\subsection{Profile equation}

Take $T=1273$ K, so $kT=0.1097$ eV, with $n_i=10^{19}$ cm$^{-3}$, a fixed surface concentration $C_s=10^{20}$ cm$^{-3}$, $D=0.2$ nm$^2$/s and $t=1800$ s. The diffusion length is
\begin{equation}
L=2\sqrt{Dt}=2\sqrt{360}\ \mathrm{nm}=37.95\ \mathrm{nm}.
\end{equation}
Put $C=C_sc(s)$ with $s=x/L$. Since $\partial s/\partial t=-s/2t$ and $L^2=4Dt$, the equation $\partial C/\partial t=(DhC')'$ becomes
\begin{equation}
\frac{d}{ds}\left(h\frac{dc}{ds}\right)+2s\frac{dc}{ds}=0,
\qquad c(0)=1,\quad c(\infty)=0 .
\end{equation}
With $w=h\,dc/ds$ this reads $dw/ds=-2sw/h$. Integrating twice,
\begin{equation}
c(s)=1-\frac{A(s)}{A(\infty)},\qquad
A(s)=\int_0^s\frac{ds'}{h}\exp\left(-\int_0^{s'}\frac{2s''}{h}\,ds''\right).
\end{equation}
As $h$ depends on $c$, the formula is iterated numerically, starting from the field-free solution $c=\mathrm{erfc}(s)$, until $c$ no longer changes.

\subsection{Results}

At the surface $C/n_i=10$ and $h=1.981$. The electron density there is $1.01\times10^{20}$ cm$^{-3}$, and the potential above the deep interior is $0.1097\ln(10.10)=0.254$ V.

The dose is $C_sL\int_0^\infty c\,ds$. Without the field the integral is $1/\sqrt\pi$, which gives $2.14\times10^{14}$ cm$^{-2}$. With the field the dose is $2.95\times10^{14}$ cm$^{-2}$, larger by a factor $1.38$. Had $h$ been two throughout, $D$ would be replaced by $2D$ and the factor would be $\sqrt2=1.41$. The depth at which $C=10^{18}$ cm$^{-3}$ grows from 69 to 84 nm, a factor $1.22$. Both factors fall short of $\sqrt2$ because $h$ drops towards one in the tail; at $10^{18}$ cm$^{-3}$ it is $1.05$.

The neutral theory was compared with a finite-difference simulation in which the donors drift in the potential from Poisson's equation, with relative permittivity 12 and Boltzmann carriers. The surface potential was fixed at its neutral value. The two final profiles differ by less than $0.1\%$ of $C_s$. This agrees with the short screening lengths, $0.85$ nm at the surface and $1.9$ nm in the intrinsic tail.

\subsection{The model beside the real case}

The inputs are rough values in the regime of arsenic diffusion in silicon near 1000 $^\circ$C. Several effects left out are estimated below for these numbers.

\emph{Charged defects} are the largest effect evaluated here. If neutral and singly negative defects contribute equally in intrinsic material, an assumed split, $D$ is multiplied by $(1+n/n_i)/2$, which is $5.5$ at the surface. At fixed $C_s$, $t$ and intrinsic $D$, this alone multiplies the dose of the plain case by $1.93$, and together with the field by $2.68$. The field still contributes a factor $2.68/1.93=1.39$.

\emph{Degeneracy} has a smaller effect. Rough density-of-states masses of $1.1$ and $1.0$ electron masses give $N_c=2.5\times10^{20}$ cm$^{-3}$, only 25 times $n_i$, so there is no wide range in which $h$ stays at two. Solving (\ref{fermi}) numerically gives $h=2.12$ at the surface, and (\ref{both}) gives the same: $2-0.02+0.14$. The factor passes two at $5.1\times10^{19}$ cm$^{-3}$. The dose ratio due to the field changes from $1.38$ to $1.41$. These values hold for parabolic bands and for carriers that are ideal apart from Fermi statistics. A conduction-band nonparabolicity of $0.5$ eV$^{-1}$, at fixed $n_i$, lowers the surface value to $2.08$ and moves the crossing to $5.6\times10^{19}$ cm$^{-3}$.

\emph{Coulomb interaction} beyond the mean potential is not included. In classical linear screening, a donor's energy is lowered by $q^2/(8\pi\varepsilon\lambda)$, which is about $0.65\,kT$ at the surface. This is not small. The lowering grows as $\sqrt S$ and reduces $h$. The donor term alone contributes $-0.65\,C^2/(2S^2)=-0.31$ at the surface, more than twice the rise from degeneracy. Giving the carriers the same classical lowering brings $h$ at the surface down to about $1.1$--$1.2$. Linear classical screening is not reliable at this coupling strength, so these figures show only that the correction may be large. The ideal-carrier calculation therefore settles neither whether $h$ passes two in this material nor how close to two it comes.

\emph{Incomplete ionization} is opposed by screening, to a degree that depends on the assumed donor orbit. In a potential proportional to $-e^{-r/\lambda}/r$, numerical integration of the radial equation at zero energy shows that a bound state needs $\lambda$ above $0.84$ Bohr radii. For an assumed orbit mass of $0.3$ electron masses the donor Bohr radius is $2.1$ nm. The ratio is $0.40$ at the surface, where this potential has no bound state. It is $0.90$ in the tail, slightly above threshold, but the state there is bound by only about $0.001\,kT$ and its wave function decays over about 35 nm, many times $\lambda$. An electron in it is mostly outside the screened potential and hardly differs from a free one. This orbit binds by 28 meV when unscreened, whereas arsenic in silicon binds by about 54 meV. With the radius reduced to $1.1$ nm to match that energy, the ratio is $0.76$ at the surface, only just below threshold. In the tail it is $1.7$, and the state is bound by $0.11\,kT$ and decays over $2.3$ nm. Some neutral donors at low and intermediate concentration are therefore not excluded, and their effect is not sized here.

\emph{Carrier speed and linear drift} are safe assumptions here. An electron mobility of 50 cm$^2$/Vs gives $D/D_c=4\times10^{-16}$. In the final profile of the simulation, the largest field deeper than 10 nm is 40 kV/cm. Over a neighbour distance of $0.235$ nm it changes the donor's energy by less than $0.01\,kT$. In the neutral theory the field at given $s$ scales as $1/\sqrt t$, so it was stronger earlier, but after 1\% of the time the same estimate is already below $0.1\,kT$. Drift linear in the field is therefore adequate for nearly the whole process.

Arsenic can also form electrically inactive clusters at high concentration. Clustered atoms supply no free electrons, and $C$ in (\ref{main}) then has to be the active concentration. This effect is not sized here, and the doses above are results of the model, not predictions for a particular process.
